# Why the Exact Kohn–Sham Gap Can Differ from the Fundamental Gap: test program

```python
"""
Result under test: fundamental gap = exact Kohn-Sham (KS) gap + D, where D is
the uniform jump of the exact xc potential when N passes an integer.
Model: ring of 6 sites, sublattices A (even) and B (odd), energies in eV.
  HOP hopping, MEAN mean site energy, STAG: site energies MEAN -/+ STAG on A/B,
  U on-site repulsion, V repulsion between neighbours.
F = interacting universal functional, Ts = its non-interacting counterpart,
EH = Hartree energy, Exc = F - Ts - EH, all defined for fractional N.
"""
import numpy as np
from itertools import combinations
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import logsumexp
from scipy.constants import k as k_boltzmann, e as charge
from numpy.polynomial import Chebyshev

SITES, HOP, MEAN, STAG, U, V = 6, 1.0, -8.0, 1.0, 4.0, 1.0
SIGN = np.array([-1.0, 1.0] * 3)      # alternating potential: w * SIGN


def one_spin(count):
    """Occupations and hopping matrix for `count` electrons of one spin."""
    states = list(combinations(range(SITES), count))
    index = {s: i for i, s in enumerate(states)}
    occ = np.zeros((len(states), SITES))
    hop = np.zeros((len(states), len(states)))
    for col, state in enumerate(states):
        occ[col, list(state)] = 1
        for j in state:
            for i in ((j + 1) % SITES, (j - 1) % SITES):
                if i in state:
                    continue
                between = sum(min(i, j) < s < max(i, j) for s in state)
                new = tuple(sorted((set(state) - {j}) | {i}))
                hop[index[new], col] -= HOP * (-1) ** between
    return occ, hop


SPIN = [one_spin(c) for c in range(SITES + 1)]


def hamiltonian(up, down, w, u, v):
    """Many-electron Hamiltonian with zero mean site energy."""
    occ_u, hop_u = SPIN[up]
    occ_d, hop_d = SPIN[down]
    n = occ_u[:, None, :] + occ_d[None, :, :]
    diag = u * (occ_u @ occ_d.T) + v * (n * np.roll(n, -1, axis=2)).sum(2)
    diag = diag + w * (n @ SIGN)
    h = np.kron(hop_u, np.eye(len(occ_d))) + np.kron(np.eye(len(occ_u)), hop_d)
    return h + np.diag(diag.ravel()), n.reshape(-1, SITES)


def energy(number, w, u=U, v=V):
    # every spin multiplet has a member in the lowest |Sz| sector
    h, _ = hamiltonian((number + 1) // 2, number // 2, w, u, v)
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


def density6(w, u, v):
    h, n = hamiltonian(3, 3, w, u, v)
    _, vec = eigh(h, subset_by_index=[0, 0])
    return (vec[:, 0] ** 2) @ n


def orbital_matrix(potential):
    h = np.diag(np.asarray(potential, float))
    for i in range(SITES):
        j = (i + 1) % SITES
        h[i, j] = h[j, i] = -HOP
    return h


def ks_difference(w):
    """n_A - n_B of six non-interacting electrons."""
    _, c = np.linalg.eigh(orbital_matrix(w * SIGN))
    n = 2 * (c[:, :3] ** 2).sum(1)
    return n[0] - n[1]


def ks_energy(number, w):
    levels = np.linalg.eigvalsh(orbital_matrix(w * SIGN))
    return np.clip(number - 2 * np.arange(SITES), 0, 2) @ levels


def gaps(u, v):
    """Fundamental gap, KS gap, KS staggering and density at N = 6."""
    fundamental = (energy(5, STAG, u, v) + energy(7, STAG, u, v)
                   - 2 * energy(6, STAG, u, v))
    n = density6(STAG, u, v)
    w = brentq(lambda x: ks_difference(x) - (n[0] - n[1]), -20, 20, xtol=1e-13)
    lev = np.linalg.eigvalsh(orbital_matrix(w * SIGN))
    return fundamental, lev[3] - lev[2], w, n


# Full spectrum, all particle numbers and spin projections
numbers, spectrum = [], []
for up in range(SITES + 1):
    for down in range(SITES + 1):
        h, _ = hamiltonian(up, down, STAG, U, V)
        ev = np.linalg.eigvalsh(h) + MEAN * (up + down)
        spectrum.append(ev)
        numbers.append(np.full(len(ev), up + down))
numbers, spectrum = np.concatenate(numbers), np.concatenate(spectrum)
E = np.array([spectrum[numbers == m].min() for m in range(2 * SITES + 1)])
ionization, affinity = E[5] - E[6], E[6] - E[7]
Eg, Es, w_ks, n6 = gaps(U, V)
D = Eg - Es
assert abs(Eg - (ionization - affinity)) < 1e-9
assert np.allclose(n6[::2], n6[0]) and np.allclose(n6[1::2], n6[1])
assert D > 0.1

# KS levels agree with the two-band dispersion
kvec = 2 * np.pi * np.arange(3) / 3
band = np.sqrt(w_ks ** 2 + 4 * HOP ** 2 * np.cos(kvec / 2) ** 2)
ks_levels = np.linalg.eigvalsh(orbital_matrix(w_ks * SIGN))
assert np.allclose(np.sort(np.r_[-band, band]), ks_levels)

# Both straight segments at N = 6 support the whole energy curve
all_n = np.arange(2 * SITES + 1)
assert np.all(E - (E[6] - ionization * (all_n - 6)) > -1e-9)
assert np.all(E - (E[6] - affinity * (all_n - 6)) > -1e-9)

# Fractional mean number from a cold grand-canonical ensemble
FRACTION, COLD = 0.3, 0.01


def thermal_average(mu, kt):
    logw = -(spectrum - mu * numbers) / kt
    p = np.exp(logw - logsumexp(logw))
    return p @ numbers, p @ spectrum


mid = (E[7] - E[5]) / 2
mu_fraction = brentq(lambda x: thermal_average(x, COLD)[0] - 6 - FRACTION,
                     mid, -affinity + 0.5, xtol=1e-14)
E_thermal = thermal_average(mu_fraction, COLD)[1]
E_linear = (1 - FRACTION) * E[6] + FRACTION * E[7]
assert abs(E_thermal - E_linear) < 1e-6


# Universal functionals by maximization over alternating potentials
def make_functional(energy_function, center, half=0.3):
    domain = [center - half, center + half]
    poly = {m: Chebyshev.interpolate(
        lambda ws, m=m: np.array([energy_function(m, w) for w in ws]),
        14, domain=domain) for m in (5, 6, 7)}

    def functional(n_a, n_b):
        number, diff = 3 * (n_a + n_b), n_a - n_b
        x = abs(number - 6)
        e = (1 - x) * poly[6] + x * poly[7 if number > 6 else 5]
        slope = e.deriv()
        w = brentq(lambda y: slope(y) + 3 * diff, *domain, xtol=1e-13)
        return e(w) + 3 * w * diff
    return functional


F = make_functional(energy, STAG)
Ts = make_functional(ks_energy, w_ks)


def Exc(n_a, n_b):
    hartree = 1.5 * U * (n_a ** 2 + n_b ** 2) + 6 * V * n_a * n_b
    return F(n_a, n_b) - Ts(n_a, n_b) - hartree


def xc_potential(side, step=0.002):
    """One-sided derivative per site on sublattices A and B."""
    h, result = side * step, []
    for da, db in ((1, 0), (0, 1)):
        f0, f1, f2 = [Exc(n6[0] + j * h * da, n6[1] + j * h * db)
                      for j in range(3)]
        result.append((-3 * f0 + 4 * f1 - f2) / (2 * h) / 3)
    return np.array(result)


vxc_minus, vxc_plus = xc_potential(-1), xc_potential(+1)
jump = vxc_plus - vxc_minus
# tolerance covers the second-order finite-difference error
assert np.all(np.abs(jump - D) < 3e-4)

# Absolute KS levels, constant of the potential included
v_hartree = np.array([U * n6[0] + 2 * V * n6[1], U * n6[1] + 2 * V * n6[0]])
v_external = np.array([MEAN - STAG, MEAN + STAG])
levels_minus = np.linalg.eigvalsh(
    orbital_matrix(np.tile(v_external + v_hartree + vxc_minus, 3)))
levels_plus = np.linalg.eigvalsh(
    orbital_matrix(np.tile(v_external + v_hartree + vxc_plus, 3)))
assert abs(levels_minus[2] + ionization) < 3e-4
assert abs(levels_plus[3] + affinity) < 3e-4
assert abs(levels_minus[3] + affinity + D) < 5e-4

# Thermal charging ratio at the mid-gap chemical potential
TEMPERATURE = 300.0
kT = k_boltzmann * TEMPERATURE / charge
log_p = [logsumexp(-(spectrum[numbers == m] - mid * m) / kT) for m in (6, 7)]
log_ratio = log_p[1] - log_p[0]
deg6 = int(np.sum(spectrum[numbers == 6] < E[6] + 1e-7))
deg7 = int(np.sum(spectrum[numbers == 7] < E[7] + 1e-7))
log_activated = np.log(deg7 / deg6) - Eg / (2 * kT)
log_ks = np.log(deg7 / deg6) - Es / (2 * kT)
assert abs(log_ratio - log_activated) < 1e-6
assert abs(mid - (MEAN + U / 2 + 2 * V)) < 1e-9

# Interaction scan with a non-interacting control
scan = [(u, v, *gaps(u, v)[:2]) for u, v in ((0, 0), (4, 0), (0, 1), (4, 1))]
assert abs(scan[0][2] - scan[0][3]) < 1e-8

print(f"Sites {SITES}; hopping {HOP:.1f} eV; mean site energy {MEAN:.1f} eV")
print(f"Site energies A, B: {v_external[0]:.1f}, {v_external[1]:.1f} eV")
print(f"On-site U {U:.1f} eV; neighbour V {V:.1f} eV")
for m in (5, 6, 7):
    print(f"E({m}) = {E[m]:.5f} eV")
print(f"Ionization energy I = {ionization:.5f} eV")
print(f"Electron affinity A = {affinity:.5f} eV")
print(f"Fundamental gap = {Eg:.5f} eV")
print(f"Densities n_A, n_B = {n6[0]:.5f}, {n6[1]:.5f} electrons per site")
print(f"KS half-staggering w = {w_ks:.5f} eV")
print(f"KS gap = {Es:.5f} eV")
print(f"Discontinuity D = gap difference = {D:.5f} eV")
print(f"D / fundamental gap = {100 * D / Eg:.2f} percent")
print(f"Cold ensemble: kT = {COLD:.3f} eV, mean N = {6 + FRACTION:.1f}")
print(f"  thermal energy = {E_thermal:.6f} eV")
print(f"  linear interpolation = {E_linear:.6f} eV")
print(f"Hartree potential A, B: {v_hartree[0]:.4f}, {v_hartree[1]:.4f} eV")
print(f"v_xc below N=6, A, B: {vxc_minus[0]:.4f}, {vxc_minus[1]:.4f} eV")
print(f"v_xc above N=6, A, B: {vxc_plus[0]:.4f}, {vxc_plus[1]:.4f} eV")
print(f"Jump of v_xc on A, B: {jump[0]:.4f}, {jump[1]:.4f} eV")
print(f"KS HOMO, LUMO below: {levels_minus[2]:.4f}, {levels_minus[3]:.4f} eV")
print(f"KS HOMO, LUMO above: {levels_plus[2]:.4f}, {levels_plus[3]:.4f} eV")
print(f"Mid-gap chemical potential = {mid:.4f} eV")
print(f"Temperature {TEMPERATURE:.0f} K; kT = {kT:.6f} eV")
print(f"Ground-state degeneracies N=6, N=7: {deg6}, {deg7}")
print(f"P(7)/P(6), full spectrum = {np.exp(log_ratio):.4e}")
print(f"P(7)/P(6), activated form = {np.exp(log_activated):.4e}")
print(f"P(7)/P(6), KS gap inserted = {np.exp(log_ks):.4e}")
print(f"Overestimate factor = {np.exp(log_ks - log_ratio):.4e}")
print("Scan: U, V, fundamental gap, KS gap, D (all eV)")
for u, v, g, s in scan:
    print(f"  {u:.1f}  {v:.1f}  {g:.4f}  {s:.4f}  {abs(g-s) if abs(g-s)<1e-8 else g-s:.4f}")
print("OK")
```

Running it gives:

```
Sites 6; hopping 1.0 eV; mean site energy -8.0 eV
Site energies A, B: -9.0, -7.0 eV
On-site U 4.0 eV; neighbour V 1.0 eV
E(5) = -42.00440 eV
E(6) = -47.47205 eV
E(7) = -50.00440 eV
Ionization energy I = 5.46764 eV
Electron affinity A = 2.53236 eV
Fundamental gap = 2.93529 eV
Densities n_A, n_B = 1.41299, 0.58701 electrons per site
KS half-staggering w = 0.55559 eV
KS gap = 2.28795 eV
Discontinuity D = gap difference = 0.64734 eV
D / fundamental gap = 22.05 percent
Cold ensemble: kT = 0.010 eV, mean N = 6.3
  thermal energy = -48.231756 eV
  linear interpolation = -48.231756 eV
Hartree potential A, B: 6.8260, 5.1740 eV
v_xc below N=6, A, B: -2.7052, -1.9421 eV
v_xc above N=6, A, B: -2.0579, -1.2948 eV
Jump of v_xc on A, B: 0.6473, 0.6473 eV
KS HOMO, LUMO below: -5.4676, -3.1797 eV
KS HOMO, LUMO above: -4.8203, -2.5324 eV
Mid-gap chemical potential = -4.0000 eV
Temperature 300 K; kT = 0.025852 eV
Ground-state degeneracies N=6, N=7: 1, 4
P(7)/P(6), full spectrum = 8.8454e-25
P(7)/P(6), activated form = 8.8454e-25
P(7)/P(6), KS gap inserted = 2.4219e-19
Overestimate factor = 2.7380e+05
Scan: U, V, fundamental gap, KS gap, D (all eV)
  0.0  0.0  2.8284  2.8284  0.0000
  4.0  0.0  2.3611  2.0503  0.3107
  0.0  1.0  5.8503  4.9924  0.8580
  4.0  1.0  2.9353  2.2879  0.6473
OK
```
